\section*{Mobility Spectra by Nonnegative Least Squares and the Resolution of Close Carriers}

\section{What symmetry fixes}

An isotropic carrier with one relaxation time has one mobility $\mu$. Its conductivity tensor, divided by its zero-field value, is dimensionless, and the only dimensionless combination of $\mu$ and the magnetic field $B$ is $x=\mu B$ (in Gaussian units, $\mu B/c$). The response is therefore a function of $\mu B$ alone. Multiplying all mobilities by a factor and dividing all fields by it changes nothing, so for two carriers of the same sign the natural measure of separation is the logarithm of their mobility ratio,
\begin{equation}
\Delta=\ln(\mu_2/\mu_1).
\end{equation}

A second symmetry fixes how hard two carriers are to separate. Let them have equal zero-field conductivities and a fixed geometric-mean mobility. Exchanging them reverses $\Delta$ but leaves the data unchanged, so the data are even in $\Delta$. Their departure from the data of one sharp carrier starts at $\Delta^2$. If the alternative is one peak, symmetric in $\ln\mu$, with adjustable width, the width can absorb the $\Delta^2$ term, and the departure starts at $\Delta^4$. (A skewed peak of fixed shape has a third moment of order $\Delta^3$ and departs already at that order.) The coefficients remain to be found.

\section{The response of one carrier}

Take an isotropic carrier of charge $q$, mass $m$ and field-independent relaxation time $\tau$, and let $\mu=q\tau/m$ carry the sign of $q$: positive for holes, negative for electrons. With $\mathbf B$ along $z$, the steady force balance $\mathbf v=\mu(\mathbf E+\mathbf v\times\mathbf B)$ reads
\begin{align}
v_x&=\mu(E_x+v_yB), & v_y&=\mu(E_y-v_xB).
\end{align}
Add $i$ times the second equation to the first. Since $v_y-iv_x=-i(v_x+iv_y)$,
\begin{equation}
v_x+iv_y=\frac{\mu(E_x+iE_y)}{1+i\mu B}.
\end{equation}
For $\mathbf E$ along $x$, multiplication by $qn$, with $n$ the density, gives $\sigma_{xx}+i\sigma_{yx}=s/(1+i\mu B)$, where $s=qn\mu\ge0$. Isotropy gives $\sigma_{xy}=-\sigma_{yx}$, so
\begin{equation}
\sigma_{xx}+i\sigma_{xy}=s\,k,\qquad k=\frac1{1-ix}=\frac{1+ix}{1+x^2}.
\label{kernel}
\end{equation}
This response is classical: it assumes that Landau quantisation is negligible. When $|\mu B|$ is about 1 or more, this calls for a level spacing $\hbar|q|B/m$ well below $k_BT$. For a mass of 0.067 electron masses at 10 T the spacing is 17 meV, against $k_BT=26$ meV at 300 K, so high fields can leave this regime even at room temperature.

Conductivities of independent carriers conducting in parallel add. A mobility spectrum is the set of weights $s_j\ge0$ in $\sum_j s_jk(\mu_jB)$.

\section{A tiny example by hand}

\subsection{Why one field is not enough}

Let two lines of weight $1/2$ have $\mu=1/2$ and $2$ m$^2$/(V\,s). At $B=1$ T their kernels, written as $(xx,xy)$, are $(4/5,2/5)$ and $(1/5,2/5)$. The pair gives the mean, $(1/2,2/5)$. A single line of weight $s$ gives $s(1,x)/(1+x^2)$. It fits perfectly with $x=(2/5)/(1/2)=4/5$ and $s=\frac12(1+16/25)=0.82$.

At $B=2$ T the pair gives
\begin{equation}
\tfrac12\left[\left(\tfrac12,\tfrac12\right)+\left(\tfrac1{17},\tfrac4{17}\right)\right]
=\left(\tfrac{19}{68},\tfrac{25}{68}\right)\approx(0.279,0.368),
\end{equation}
whereas the single line, now at $x=1.6$, gives $0.82(1,1.6)/3.56\approx(0.230,0.369)$. The second field exposes the pair, here almost entirely through $\sigma_{xx}$. The field dependence carries the information.

\subsection{What nonnegativity does}

Return to $B=1$ T, with columns $a_1=(4/5,2/5)$ and $a_2=(1/5,2/5)$, and suppose that the measured vector is $y=(0.9,0.4)$. Solving $a_1f_1+a_2f_2=y$ gives $f_1+f_2=1$ from the second component. The first then gives $0.6f_1=0.7$, so $f_1=7/6$ and $f_2=-1/6$. A negative conductivity is inadmissible. Set $f_2=0$ and fit $f_1$ alone:
\begin{equation}
f_1=\frac{a_1\cdot y}{a_1\cdot a_1}=\frac{0.72+0.16}{0.80}=1.1 .
\end{equation}
The residual is $r=a_1f_1-y=(-0.02,0.04)$. Half the gradient of the squared misfit has components $a_1\cdot r=0$ and $a_2\cdot r=0.012>0$. Raising $f_2$ from zero would increase the misfit, and lowering it is forbidden, so this is the minimum.

\subsection{What smoothing does}

Add $\lambda^2|Lf|^2$, where $L$ is the second difference with zeros assumed beyond the ends:
\begin{equation}
L=\begin{pmatrix}2&-1\\-1&2\end{pmatrix},\qquad
L^{T}L=\begin{pmatrix}5&-4\\-4&5\end{pmatrix}.
\end{equation}
With $f_2=0$, the first weight becomes $f_1=0.88/(0.80+5\lambda^2)$. Since $a_1\cdot a_2=0.32$ and $a_2\cdot y=0.34$, the second half-gradient is
\begin{equation}
g_2=(0.32-4\lambda^2)f_1-0.34 .
\end{equation}
It vanishes when $0.88(0.32-4\lambda^2)=0.34(0.80+5\lambda^2)$, that is, when $0.0096=5.22\lambda^2$, or $\lambda^2\approx0.0018$. Beyond this value $g_2<0$, and the second cell fills. Smoothing has put weight where the misfit alone wanted none.

\section{The general inversion}

Stack all $xx$ and $xy$ data in a real vector $y$, and the kernels on the mobility grid in a matrix $K$. Divide both by the noise standard deviation, assumed equal and independent for all entries. If the conductivities were computed from measured resistivities, their errors generally vary with field and can be correlated; with covariance $C$, the unscaled data and kernels are multiplied by $C^{-1/2}$ instead. Minimise
\begin{equation}
Q(f)=|Kf-y|^2+\lambda^2|Lf|^2,\qquad f_j\ge0,
\label{objective}
\end{equation}
on a grid uniform in $u=\ln|\mu|$, with a separate block of $L$ for each carrier sign.

\paragraph{One minimum.} If $Lf=0$, each block of $f$ is linear in the grid index and zero just beyond both ends, hence zero. So $L$ is invertible and, for $\lambda>0$, $Q$ is strictly convex. It also grows without bound as $|f|\to\infty$, so exactly one minimiser exists. Let $g=K^T(Kf-y)+\lambda^2L^TLf$. For any admissible $f'$,
\begin{equation}
Q(f')-Q(f)=2g\cdot(f'-f)+|K(f'-f)|^2+\lambda^2|L(f'-f)|^2 .
\end{equation}
If $g\ge0$ and $g\cdot f=0$, the first term is $2g\cdot f'\ge0$, and $f$ is the minimiser. These conditions certify a solution however it was obtained.

\paragraph{Active-set algorithm.} Write $Q=|Af-b|^2$, with $A$ made of $K$ above $\lambda L$, and $b$ of $y$ above zeros. Start with $f=0$ and an empty set $F$ of free indices.
\begin{enumerate}
\item Compute $w=A^T(b-Af)=-g$. If no $w_j$ outside $F$ is positive, stop. Otherwise add the index of the largest to $F$.
\item Find the unconstrained least-squares solution $z$ on $F$. If all its free entries are positive, set $f=z$ and return to 1.
\item Otherwise move from $f$ towards $z$ by the fraction $t=\min f_i/(f_i-z_i)$ over entries with $z_i\le0$. Remove the entries that reach zero from $F$ and repeat 2.
\end{enumerate}
The normal equations for $z$ give $w_F=A_F^TA(z-f)$, hence $w\cdot(z-f)=|A(z-f)|^2>0$. Before index $j$ was added, $f$ was optimal on the old set, so $w$ vanished there. The left side is therefore $w_jz_j$, and $z_j>0$: the new entry moves in the allowed direction. The old entries are positive, so $t>0$ and $Q$ falls. Each return to step 1 finds the least-squares solution on some support with a lower $Q$ than before. No support can recur, and there are finitely many. In floating-point arithmetic, ``positive'' means above a small tolerance.

\paragraph{Choosing the smoothing.} Let $\chi^2=|Kf-y|^2$ and $R=|Lf|^2$ at the minimisers for $\lambda_1<\lambda_2$. Each minimiser is best for its own $\lambda$:
\begin{align}
\chi_1^2+\lambda_1^2R_1&\le\chi_2^2+\lambda_1^2R_2, &
\chi_2^2+\lambda_2^2R_2&\le\chi_1^2+\lambda_2^2R_1 .
\end{align}
Adding them gives $(\lambda_2^2-\lambda_1^2)(R_2-R_1)\le0$, so $R_2\le R_1$. The first inequality then gives $\chi_1^2\le\chi_2^2$. Misfit cannot fall as smoothing grows, so bisection can find a prescribed rise. Here $\chi^2$ is allowed to rise by 1 above its value at $\lambda=0.1$. This is a convention, not a guarantee of resolution.

\section{Recovering well-separated carriers}

Simulate data from the classical formula at 41 fields spaced geometrically from 0.1 to 10 T, with noise of 0.2\% of the total zero-field conductivity. In a real sample, fields at which Landau quantisation matters would have to be left out: the electron sheet below has $n\approx1.9\times10^{15}$ m$^{-2}$, so its filling factor $nh/(eB)$ is below 1 at 10 T, and the top of this range is classical only if $k_BT$ is well above the level spacing. A sheet conductance of 1 mS is divided between holes (share 0.4, mobility 0.3 m$^2$/(V\,s)) and electrons (share 0.6, magnitude 2.0 m$^2$/(V\,s)). Each sign has 61 grid mobilities, with step 0.080 in $u$.

The rule selects $\lambda=1.54$, where $\chi^2=88.0$ for 82 data. The recovered shares are 0.402 and 0.600, and the logarithmic-mean mobilities are 0.303 and 2.00 m$^2$/(V\,s). Densities follow from $n=\sum_j s_j/(e|\mu_j|)$. For the true hole line,
\begin{equation}
n=\frac{0.4\times10^{-3}\ \mathrm{S}}{e\times0.3\ \mathrm{m^2/(V\,s)}}=8.32\times10^{15}\ \mathrm{m^{-2}},
\end{equation}
and the spectrum gives $8.36\times10^{15}$ m$^{-2}$. Peaks can lie only on grid points: the electron peak is at 2.05 m$^2$/(V\,s), the grid point nearest to 2.0, and the hole peak is at 0.301 m$^2$/(V\,s). In this run the logarithmic mean is closer to the truth for the electrons, and the peak is closer for the holes.

\section{A close pair against one sharp line}

Let $u$ now be measured from the centre of an equal pair of known sign, with lines at $\pm a$, $a=\Delta/2$, and total weight 1. From (\ref{kernel}), with $dx/du=x$,
\begin{equation}
k'=\frac{ix}{(1-ix)^2}=k^2-k ,
\end{equation}
because $k^2-k=[1-(1-ix)]/(1-ix)^2$. Repeated use of the chain rule gives
\begin{align}
k''&=(2k-1)(k^2-k)=2k^3-3k^2+k,\\
k'''&=6k^4-12k^3+7k^2-k,\\
k''''&=24k^5-60k^4+50k^3-15k^2+k .
\end{align}
Odd terms cancel in the pair:
\begin{equation}
\tfrac12[k(a)+k(-a)]=k+\frac{a^2}{2}k''+\frac{a^4}{24}k''''+O(a^6).
\label{pair}
\end{equation}
A single line of weight $1+\epsilon$ at $u=\eta$ gives $k+\epsilon k+\eta k'$ plus second-order terms. The best $\epsilon$ and $\eta$ are of order $\Delta^2$, so those terms are of order $\Delta^4$. The fit removes from $k''$ whatever lies along $k$ and $k'$. Call the remainder $Pk''$. With norms over all data in noise units,
\begin{equation}
D_{\rm line}=\frac{\Delta^2}{8}|Pk''|+O(\Delta^4).
\end{equation}

Two limits show which fields matter. If all $x\ll1$, then $k\approx1+ix-x^2$, $k'\approx ix-2x^2$ and $k''\approx ix-4x^2$. Thus $k''-k'\approx-2x^2$, and the signal is at most of order $x^2$. If all $x\gg1$, then $k\approx i/x+1/x^2$ and $k'\approx-i/x-2/x^2$. These span both leading terms, so $k''$ is absorbed through order $x^{-2}$. A range of fields that extends well to both sides of $\mu B=1$ avoids both losses. A narrow window there does not: it approaches the case of one field, where $k$ and $k'$ absorb everything.

\section{A close pair against one broad peak}

Excess width does not prove two carriers: one species with an energy-dependent relaxation time, or a film whose mobility varies with depth, can also have a spread of mobilities. Compare the pair with a flat band, uniform in $u$ from $-h$ to $h$. Averaging $u^2$ and $u^4$ gives $h^2/3$ and $h^4/5$, so its data are
\begin{equation}
k+\frac{h^2}{6}k''+\frac{h^4}{120}k''''+O(h^6).
\end{equation}
Matching the $k''$ term of (\ref{pair}) requires $h=\sqrt3\,a$, a full width $\sqrt3\,\Delta$. The difference, pair minus band, is then
\begin{equation}
\left(\frac{a^4}{24}-\frac{9a^4}{120}\right)k''''=-\frac{a^4}{30}k''''=-\frac{\Delta^4}{480}k'''' .
\end{equation}
Small changes of weight, centre and squared width remove the parts along $k$, $k'$ and $k''$, leaving $P'k''''$:
\begin{equation}
D_{\rm band}=\frac{\Delta^4}{480}|P'k''''|+O(\Delta^6).
\end{equation}

The band is a natural competitor. Any density with a single maximum at $M$ is a mixture of uniform boxes with one end at $M$. For a box with other end $Z$, the average of
\begin{equation}
G(u)=\frac{d}{du}\left[(u-M)(u^2-3a^2)^2\right]
\end{equation}
is $(Z^2-3a^2)^2\ge0$, so its average over the whole density is nonnegative. Differentiation gives
\begin{equation}
G=5u^4-4Mu^3-18a^2u^2+12Ma^2u+9a^4 .
\end{equation}
If the density shares the pair's moments $\langle u\rangle=\langle u^3\rangle=0$ and $\langle u^2\rangle=a^2$, then $5\langle u^4\rangle-9a^4\ge0$. Its fourth moment is at least $9a^4/5$, the band's value, whereas the pair has $a^4$. This does not prove that the band is closest in the data, since a peak need not match these moments. The mixture allows a direct search: for each trial $M$, fit nonnegative box weights to the pair's noiseless data by the algorithm above. The smallest distance found, $D_{\rm peak}$, belongs to an admissible single peak and bounds the true minimum from above. ``Single peak'' refers to density per unit $\ln\mu$; density per unit $\mu$ has an extra factor $1/\mu$ and may have different maxima.

\section{From distance to a decision}

Let two known mean vectors differ by $\delta$, with $|\delta|=D$ in noise units. The log-likelihood ratio depends on the data through their projection on $\delta/D$, measured from the first mean. This has unit variance and mean 0 or $D$. Likelihood-ratio tests are optimal for two such hypotheses (the Neyman--Pearson lemma). At 5\% false alarms the threshold is 1.645, and the power is
\begin{equation}
\Phi(D-1.645),
\end{equation}
where $\Phi$ is the standard normal distribution function. A test that keeps its false-alarm rate at 5\% for every single peak does so for the one at $D_{\rm peak}$, so its power cannot exceed $\Phi(D_{\rm peak}-1.645)$.

For a general threshold $c$, the two rates of a positive answer differ by $\Phi(D-c)-\Phi(-c)$. This is greatest where the normal densities at $c$ and $D-c$ agree, $c=D/2$. Hence for any yes-or-no rule, including counting peaks in a regularised spectrum,
\begin{equation}
|\hbox{difference of rates}|\le2\Phi(D/2)-1 .
\end{equation}

\section{Reading the numbers}

For the fields and noise above and a pair centred on 1 m$^2$/(V\,s), $|Pk''|=887$ and $|P'k''''|=2639$. At mobility ratio 2, $\Delta=0.693$ and the leading laws give
\begin{align}
D_{\rm line}&\approx\frac{0.693^2}{8}\,887=53, &
D_{\rm band}&\approx\frac{0.693^4}{480}\,2639=1.27 .
\end{align}
Full fits give 51.2 and 1.18. A sharp line is excluded, but the band from 0.544 to 1.84 m$^2$/(V\,s) is nearly as good as the pair. The wider search gives $D_{\rm peak}=1.12$, which limits the power to 0.30.

The regularised spectrum hides this. The first noisy pair yields peaks at 0.726 and 1.38 m$^2$/(V\,s), close to the true 0.707 and 1.41. Over 100 noise samples, several peaks appear in 99\% of cases for the pair and in 98\% for the band. Seeing several peaks is therefore almost no evidence for the pair over the band.

At ratio 3, $D_{\rm peak}=6.1$, and the optimal test between the pair and its closest band has power 1.000 to the printed digits. Yet several peaks appear in all 100 samples for both truths, and the same happens at ratio 5. The rule ``several peaks means several carriers'' fails here even where the data contain the answer. The exact number of peaks does differ at these ratios: the pair almost always gives two, whereas the band usually breaks into three or more, none of them a separate carrier. In these runs $\lambda$ was set on the first noisy pair and then held fixed. Another choice could change the counts, but at ratio 2 no choice could evade the limit.

A more direct procedure, not tested here, is to fit the measured data with the box mixture for all trial modes, and compare the best single-peak misfit with that of the pair. The threshold for the difference can be estimated by simulating data from the fitted peak; such a calibration is approximate, since the true peak is unknown.

Requiring 5\% errors of both kinds means $D=2\times1.645=3.29$. Against the closest line this is reached at $\Delta=0.1725$, a mobility ratio of 1.19. Against the closest band it needs $\Delta=0.908$, a ratio of 2.48, with lines near 6350 and 15\,700 cm$^2$/(V\,s). Other single peaks can only make the second requirement more severe. These thresholds belong to the classical response, this field range, this noise and an equal division of conductivity.

Distances are inversely proportional to the noise $\sigma_n$, so at leading order
\begin{equation}
\Delta_{\rm line}\propto\sigma_n^{1/2},\qquad \Delta_{\rm band}\propto\sigma_n^{1/4}.
\end{equation}
Sixteen times lower noise should reduce the thresholds by 4 and 2. The full fits give 4.005 and 2.050, bringing the ratios to 1.04 and 1.56. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
fields: 41 from 0.1 to 10.0 T; noise 0.2 % of zero-field conductivity
grid: 61 mobilities per sign, 0.091 to 11.02 m^2/(V s), step in ln mu 0.080
hole + electron example: sheet conductance 1.0 mS
  smoothing lambda 1.54; chi2 87.99, floor 86.99, data 82
  chi2 at lambda 0.1, 1, 10, 100, 1000: 86.99, 86.99, 96.24, 146.3, 464.1
  optimality: least gradient 1.7e-10, f.g 5.2e-10
  holes: share 0.4020 (true 0.4), log-mean mobility 0.3028 (true 0.3) m^2/(V s)
    sheet density 8.360e+15 (true 8.322e+15) m^-2; peaks at 0.301 m^2/(V s)
  electrons: share 0.5995 (true 0.6), log-mean mobility 2.0034 (true 2.0) m^2/(V s)
    sheet density 1.869e+15 (true 1.872e+15) m^-2; peaks at 2.054 m^2/(V s)
unabsorbed norms in noise units: |P k''| 886.73, |P' k''''| 2638.54
  line: distance/law at delta 0.1, 0.2: 0.99917, 0.99670; extrapolated to 0: 1.00000
  band: distance/law at delta 0.1, 0.2: 0.99842, 0.99371; extrapolated to 0: 0.99999
  least 4th moment, mode at 0.0 a: 1.8001 a^4
  least 4th moment, mode at 0.5 a: 1.8001 a^4
  least 4th moment, mode at 1.0 a: 1.8001 a^4
pair of ratio 3 against its closest band: simulated power 1.000, formula 1.000
ratio 2: lines at 0.707 and 1.414 m^2/(V s), delta 0.6931, lambda 6.14
  D_line 51.20, D_band 1.177, D_peak 1.119; power limit at 5 % false alarms 0.299
  closest band: 0.544 to 1.839 m^2/(V s), strength 1.0003
  first noisy pair, recovered peaks: 0.726, 1.377 m^2/(V s)
  several peaks seen in 100 runs: pair 0.99, band 0.98; limit on difference 0.444
ratio 3: lines at 0.577 and 1.732 m^2/(V s), delta 1.0986, lambda 3.67
  D_line 121.39, D_band 6.636, D_peak 6.102; power limit at 5 % false alarms 1.000
  closest band: 0.375 to 2.681 m^2/(V s), strength 1.0019
  first noisy pair, recovered peaks: 0.571, 1.751 m^2/(V s)
  several peaks seen in 100 runs: pair 1.00, band 1.00; limit on difference 0.999
ratio 5: lines at 0.447 and 2.236 m^2/(V s), delta 1.6094, lambda 1.16
  D_line 234.10, D_band 24.859, D_peak 22.317; power limit at 5 % false alarms 1.000
  closest band: 0.229 to 4.474 m^2/(V s), strength 1.0078
  first noisy pair, recovered peaks: 0.449, 2.226 m^2/(V s)
  several peaks seen in 100 runs: pair 1.00, band 1.00; limit on difference 1.000
distance needed for 5 % errors of both kinds: 3.290
threshold against line: delta 0.1725, mobility ratio 1.188
  lines at 9174 and 10901 cm^2/(V s)
  noise / 16: delta 0.0431, ratio 1.044, delta reduced 4.005 times
threshold against band: delta 0.9084, mobility ratio 2.480
  lines at 6350 and 15749 cm^2/(V s)
  noise / 16: delta 0.4432, ratio 1.558, delta reduced 2.050 times
\end{verbatim}
